\section*{Symmetric anisotropy versus Dzyaloshinskii–Moriya exchange in one-band superexchange, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

I am building a spin-$1/2$ model for a Mott insulator with one Kramers doublet per site and weak spin-orbit coupling. Superexchange gives me a bond Hamiltonian
\begin{equation*}
J_0\,\mathbf S_i\cdot\mathbf S_j+\mathbf D\cdot(\mathbf S_i\times\mathbf S_j)+\mathbf S_i\cdot\Gamma\,\mathbf S_j ,
\end{equation*}
where the Dzyaloshinskii--Moriya (DM) vector $\mathbf D$ is of first order in the spin-orbit coupling and the symmetric tensor $\Gamma$ is of second order. With $D/J$ near $0.2$, $\Gamma$ is about a tenth of $D$. I dropped it and found an easy plane perpendicular to $\mathbf D$. Is that truncation consistent? If it is not, what decides whether the model has an anisotropy at all?

\section*{Answer}

The truncation is not consistent for anisotropy energies near a collinear state. There $D$ shifts energies at order $D^2/J$, which is the order of $\Gamma$, and on a single bond of the one-band model below the two contributions to the anisotropy cancel. What survives on a lattice is fixed by closed loops of bonds. I use Hartree atomic units, $\hbar=1$.

\subsection*{The hopping matrix}

Take half filling, a purely on-site repulsion and time-reversal symmetry:
\begin{equation}
H=-\sum_{\langle ij\rangle}\left(c_i^\dagger T_{ij}c_j+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},
\end{equation}
with $c_i=(c_{i\uparrow},c_{i\downarrow})^T$ and $\mathbf S_i=\tfrac12c_i^\dagger\boldsymbol\sigma c_i$. Time reversal acts on a doublet as $i\sigma_y$ times complex conjugation, so invariance requires $\sigma_yT^*\sigma_y=T$. Write $T=a_0+\mathbf a\cdot\boldsymbol\sigma$ with complex coefficients. Since $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$, the condition reads $a_0^*=a_0$ and $\mathbf a^*=-\mathbf a$, hence $T=t+i\boldsymbol\lambda\cdot\boldsymbol\sigma$ with real $t$ and $\boldsymbol\lambda$. Then $T^\dagger T=t^2+\lambda^2\equiv\tau^2$, and
\begin{equation}
T=\tau u,\qquad u=e^{i\theta\,\mathbf n\cdot\boldsymbol\sigma/2}=\cos\tfrac\theta2+i\sin\tfrac\theta2\,\mathbf n\cdot\boldsymbol\sigma ,
\end{equation}
with $t=\tau\cos(\theta/2)$ and $\boldsymbol\lambda=\tau\sin(\theta/2)\,\mathbf n$. The hopping is an amplitude times an SU(2) matrix.

\subsection*{One bond}

Define $d_i=c_i$ and $d_j=u\,c_j$. Because $u$ is unitary, the $d$ are canonical fermions and $d_j^\dagger d_j=c_j^\dagger c_j=n_j$. The interaction on site $j$ equals $U\,n_j(n_j-1)/2$ and is therefore unchanged. The hopping becomes $V=-\tau\sum_\sigma(d_{i\sigma}^\dagger d_{j\sigma}+\text{h.c.})$, with no spin dependence.

Act with $V$ on the singly occupied states. Moving the electron from $j$ to $i$ and ordering the operators gives
\begin{align*}
d_{i\downarrow}^\dagger d_{j\downarrow}\,d_{i\uparrow}^\dagger d_{j\downarrow}^\dagger|0\rangle&=-d_{i\downarrow}^\dagger d_{i\uparrow}^\dagger|0\rangle=+d_{i\uparrow}^\dagger d_{i\downarrow}^\dagger|0\rangle,\\
d_{i\uparrow}^\dagger d_{j\uparrow}\,d_{i\downarrow}^\dagger d_{j\uparrow}^\dagger|0\rangle&=-d_{i\uparrow}^\dagger d_{i\downarrow}^\dagger|0\rangle .
\end{align*}
Moving it from $i$ to $j$ turns the same two states into $+d_{j\uparrow}^\dagger d_{j\downarrow}^\dagger|0\rangle$ and $d_{j\downarrow}^\dagger d_{j\uparrow}^\dagger|0\rangle=-d_{j\uparrow}^\dagger d_{j\downarrow}^\dagger|0\rangle$. The amplitudes cancel for the symmetric combination, parallel spins are Pauli blocked, and so $V$ annihilates the $d$-triplet. For the $d$-singlet $|s\rangle$ they add: $V|s\rangle=-\sqrt2\,\tau(|ii\rangle+|jj\rangle)=-2\tau|+\rangle$, where $|+\rangle$ is the normalized even doubly occupied state of energy $U$. The $2\times2$ block with diagonal $0,U$ and coupling $-2\tau$ has the lower level
\begin{equation}
E_s=\frac U2-\sqrt{\frac{U^2}4+4\tau^2}\;\to\;-\frac{4\tau^2}U\equiv-J\quad(\tau\ll U),
\label{dimer}
\end{equation}
and the triplet stays threefold degenerate at $0$ for any $U/\tau$ and any $\theta$. At order $\tau^2/U$ the effective Hamiltonian is $-J$ times the singlet projector $\tfrac14-\mathbf S_i\cdot\tilde{\mathbf S}_j$:
\begin{equation}
H_{ij}=J\left(\mathbf S_i\cdot\tilde{\mathbf S}_j-\tfrac14\right),\qquad \tilde{\mathbf S}_j=\tfrac12c_j^\dagger u^\dagger\boldsymbol\sigma u\,c_j .
\end{equation}

To express $\tilde{\mathbf S}_j$ by $\mathbf S_j$, take a vector $\mathbf a=(\mathbf a\cdot\mathbf n)\mathbf n+\mathbf a_\perp$. The part along $\mathbf n$ commutes with $u$. The matrix $A=\mathbf a_\perp\cdot\boldsymbol\sigma$ anticommutes with $\mathbf n\cdot\boldsymbol\sigma$, so $u^\dagger A=Au$ and $u^\dagger Au=Au^2=A(\cos\theta+i\sin\theta\,\mathbf n\cdot\boldsymbol\sigma)$. With $A\,\mathbf n\cdot\boldsymbol\sigma=i(\mathbf a\times\mathbf n)\cdot\boldsymbol\sigma$,
\begin{equation}
\mathbf a\cdot\tilde{\mathbf S}_j=\cos\theta\,\mathbf a\cdot\mathbf S_j-\sin\theta\,(\mathbf a\times\mathbf n)\cdot\mathbf S_j+(1-\cos\theta)(\mathbf a\cdot\mathbf n)(\mathbf n\cdot\mathbf S_j).
\label{rot}
\end{equation}
This is a rotation of $\mathbf S_j$ by $-\theta$ about $\mathbf n$. Put $\mathbf a=\mathbf S_i$, which commutes with $\mathbf S_j$, and use $(\mathbf a\times\mathbf n)\cdot\mathbf b=-\mathbf n\cdot(\mathbf a\times\mathbf b)$. The three terms of your Hamiltonian appear with
\begin{align}
J_0&=J\cos\theta=4(t^2-\lambda^2)/U,\nonumber\\
\mathbf D&=J\sin\theta\,\mathbf n=8t\boldsymbol\lambda/U,\\
\Gamma&=\gamma\,\mathbf n\mathbf n^T,\qquad\gamma=J(1-\cos\theta)=8\lambda^2/U,\nonumber
\end{align}
where the second forms follow from the half-angle identities. Since $J_0^2+D^2=J^2$, for $0\le\theta<\pi$ (the approximate form requires $\theta\ll1$)
\begin{equation}
\gamma=\sqrt{J_0^2+D^2}-J_0=\frac{D^2}{J+J_0}\approx\frac{D^2}{2J},\qquad\frac\gamma D=\tan\frac\theta2 .
\end{equation}
These expressions were tested against the explicit second-order sum in Fock space for random axes and random angles up to $3$ rad.

For $\mathbf n=\hat z$, Eq.~(\ref{rot}) gives $\tilde S^x=\cos\theta\,S^x+\sin\theta\,S^y$ and $\tilde S^y=\cos\theta\,S^y-\sin\theta\,S^x$, so $\tilde S^+=e^{-i\theta}S^+$. Dropping the constant,
\begin{equation}
H_{ij}=J_zS_i^zS_j^z+\frac J2\left(e^{i\theta}S_i^+S_j^-+\text{h.c.}\right),
\label{xxz}
\end{equation}
with $J_z=J_0+\gamma=J$ in the full model and $J_z=J_0$ if $\Gamma$ is dropped. The DM term has raised the modulus of the transverse coupling from $J_0$ to $|J_0+iD|=J$, and $\Gamma$ raises the longitudinal coupling by the same amount. A traceless convention for $\Gamma$ does not rescue the truncation: keeping an isotropic part $a=J_0+\gamma/3$ leaves a mismatch $\sqrt{a^2+D^2}-a\approx D^2/2J$, the same at leading order.

\subsection*{Where the power counting fails}

Treat the spins as classical vectors $S\mathbf e_1$, $S\mathbf e_2$ with energy $S^2\mathbf e_1^TM\mathbf e_2$. For fixed $\mathbf e_1$ the minimum is $-S^2|M^T\mathbf e_1|$, reached with $\mathbf e_2$ opposite to $M^T\mathbf e_1$. In the full model $M$ is $J$ times a rotation and the minimum is $-JS^2$ for every direction. Without $\Gamma$, for $\mathbf e_1$ at angle $\alpha$ to $\mathbf n$, the vector $M^T\mathbf e_1$ has the component $J_0\cos\alpha$ along $\mathbf n$ and two orthogonal transverse components $J_0\sin\alpha$ and $D\sin\alpha$, so
\begin{equation}
E(\alpha)=-S^2\sqrt{J_0^2\cos^2\alpha+J^2\sin^2\alpha}.
\end{equation}
For $J_0>0$, as at weak spin-orbit coupling, the plane $\alpha=\pi/2$ is favoured by $(J-J_0)S^2=\gamma S^2$. This is your easy plane. In a collinear state $\mathbf S_i\times\mathbf S_j=0$, so the DM term has no first-order energy. It gains by canting: in-plane spins that deviate from antiparallel by $\eta$, in the favourable sense, have energy $-S^2(J_0\cos\eta+D\sin\eta)$, minimal at $\tan\eta=D/J_0$, with a gain $\gamma S^2$ over $-J_0S^2$. The term $\Gamma$ lowers antiparallel spins along $\mathbf n$ by $\gamma S^2$ at first order. Your counting is valid for quantities linear in $D$: the canting angle $\eta=\theta$ of in-plane spins does not involve $\Gamma$ (whether the spins lie in the plane does: the degenerate minima of the full model have any canting from $0$, for spins along $\mathbf n$, up to $\theta$), and a state that is already non-collinear can have a DM energy linear in $D$.

The quantum dimer says the same. From Eq.~(\ref{xxz}), $|{\uparrow\uparrow}\rangle$ and $|{\downarrow\downarrow}\rangle$ have energy $J_z/4$, and the block of $|{\uparrow\downarrow}\rangle,|{\downarrow\uparrow}\rangle$ has diagonal $-J_z/4$ and off-diagonal modulus $J/2$, giving $-J_z/4\pm J/2$. For $J_z=J$ this is $-3J/4$ and three times $J/4$. For $J_z=J_0$ the upper three levels are split by $J/2-J_0/2=\gamma/2$, which contradicts the degeneracy of the Hubbard triplet found above.

\subsection*{Lattices: loop products}

At order $\tau^2/U$ an electron must hop back along the bond it used, so the spin Hamiltonian is the sum of the bond terms. Whether the rotations can be removed together is a question about loops. Choose a spanning tree (bonds that connect all sites without a closed loop), set $G=1$ at its root, and define $d_j=G_jc_j$ with $G_j=G_iu_{ij}$ along tree bonds. A bond term becomes $d_i^\dagger G_iu_{ij}G_j^\dagger d_j$. On tree bonds the matrix is $1$. On each remaining bond it is $W=G_iu_{ij}G_j^\dagger$, the ordered product of the $u$ around the loop that this bond closes, taken from the root, with $u_{ji}=u_{ij}^\dagger$. Write $W=\cos(\Phi/2)+i\sin(\Phi/2)\,\mathbf w\cdot\boldsymbol\sigma$.

Consider a generator $Q=\sum_kd_k^\dagger A_kd_k$ with $A_k=\tfrac12\mathbf m_k\cdot\boldsymbol\sigma$. It commutes with the $U$ term, and $[Q,d_i^\dagger Bd_j]=d_i^\dagger(A_iB-BA_j)d_j$. Tree bonds ($B=1$) force all $\mathbf m_k$ to equal one $\mathbf m$, so $Q=\mathbf m\cdot\sum_k\tilde{\mathbf S}_k$. A closing bond requires $[\mathbf m\cdot\boldsymbol\sigma,W]=-2\sin(\Phi/2)\,(\mathbf m\times\mathbf w)\cdot\boldsymbol\sigma=0$. Three cases follow, each valid at any $U/\tau$.
\begin{itemize}
\item All $W=\pm1$. Every $\mathbf m$ is allowed, the zero-field Hamiltonian has an SU(2) symmetry generated by the rotated spins, and its levels form spin multiplets.
\item All nontrivial $W$ share an axis $\mathbf w$. One component is conserved.
\item Two nontrivial $W$ have different axes. No generator of this form is conserved.
\end{itemize}
The numerical output lists $3,3,1,0$ conserved components for four-site clusters with random bonds and $W=1$, $W=-1$, one generic loop and two generic loops. The value $W=-1$ is a $\pi$ flux: on the four-site ring it changes the Hubbard spectrum, but $u$ and $-u$ give the same $u^\dagger\boldsymbol\sigma u$, so the spin spectrum at order $\tau^2/U$ is that of the plain Heisenberg model. Frustration of rotations means $W\ne\pm1$. For a single ring a global SU(2) transformation $W\to gWg^\dagger$ turns $\mathbf w$ into $\hat z$, and site rotations about $\hat z$ shift angle between bonds, so the rotations enter the spectrum through $\Phi$ alone.

On a single bond of the one-band model, $\Gamma$ cancels the anisotropy that the DM term produces at the same order, so dropping it creates a false easy plane; on a lattice, the products $W$ around closed loops decide which spin components are conserved. What remains is to work this out for a four-site ring, put in numbers, and see where the argument stops, with other interactions and in an applied field.
